Pinning of a Discrete McKean Front and the Stalling Mesh

**QUESTION**

A chain of sites n = …, −1, 0, 1, … obeys

du_n/dt = d(u_{n+1} − 2u_n + u_{n−1}) − u_n + H(u_n − a), d > 0, 0 < a < 1.

Here H is 0 for negative and 1 for positive argument; at u_n = a it may take any value in [0,1]. This is McKean's piecewise-linear bistable reaction, with rest states 0 and 1 and threshold a. Everything is dimensionless, with time in units of the reaction time. A front is a state in which u_n → 0 for n → −∞ and u_n → 1 for n → +∞. A site is called active if u_n > a. The sharp step is u_n = 0 for n < 0 and u_n = 1 for n ≥ 0.

(a) Find the stationary front whose active sites are n ≥ 0, and the thresholds for which it exists.

(b) Can a stationary front of another shape, perhaps non-monotone, exist for other thresholds?

(c) Show what happens inside the range to the sharp step and to a general front with values in [0,1].

(d) Show that outside the range the sharp step travels without end, and bound its mean time per site.

(e) The chain is now a discretization, with mesh h, of

∂u/∂t = D ∂²u/∂x² − ku + kH(u − a).

Find the continuum front speed c, and express the stalling condition through c, k and h.

(f) Find how the speed on a fine mesh differs from c, to leading order in h.

Evaluate the results for d = 2, and for a = 0.4 with D = k = 1.

**MODEL ANSWERS**

**(a) The stationary front**

Write (Lu)_n = d(u_{n+1} − 2u_n + u_{n−1}) − u_n. A stationary state satisfies −(Lu)_n = h_n, where h_n is the value of H at site n. First solve for a unit source at one site:

(1 + 2d)G_k − d(G_{k+1} + G_{k−1}) = 1 for k = 0, and 0 otherwise.

Try G_k = gλ^{|k|} with 0 < λ < 1. For k ≠ 0, division by dλ^{|k|} gives

λ + 1/λ = 2 + 1/d.

For k = 0 the equation is g(1 + 2d − 2dλ) = 1. Since 1 + 2d = d(λ + 1/λ), the bracket equals d(1 − λ²)/λ. The condition on λ also gives two identities:

(1 − λ)²/λ = 1/d, (1 + λ)²/λ = 4 + 1/d.

The first removes d from g, and the ratio of the two gives g²:

g = λ/[d(1 − λ²)] = (1 − λ)²/(1 − λ²) = (1 − λ)/(1 + λ) = 1/√(1 + 4d).

The source-free solutions λ^k and λ^{−k} each diverge on one side, so the bounded solution is unique: u_n = Σ_k G_{n−k}h_k. The sum of all G_k is g(1 + λ)/(1 − λ) = 1.

With h_k = 1 for k ≥ 0, call the solution s_n. It is the sum of G_j over j ≤ n. Summing the geometric series,

s_n = λ^{−n}/(1 + λ) for n ≤ −1,
s_n = 1 − λ^{n+1}/(1 + λ) for n ≥ 0.

This profile increases with n. It is consistent with its assumed source if s_{−1} ≤ a ≤ s_0. Define

a₋ = s_{−1} = λ/(1 + λ), a₊ = s_0 = 1/(1 + λ).

Their sum is 1 and their difference is g. The range is therefore

**|a − 1/2| ≤ 1/(2√(1 + 4d)).**

The endpoints belong to it because H may take either limiting value at threshold.

For weak coupling g ≈ 1 − 2d, so the range runs from about d to about 1 − d: an isolated site keeps its state for any threshold. For strong coupling the width is about 1/(2√d). It shrinks as a power of d and never vanishes at finite d.

For d = 2, λ + 1/λ = 2.5 and λ = 1/2. Hence a₋ = (1/2)/(3/2) = 1/3 and a₊ = 2/3. The values at sites −2, −1, 0, 1 are 0.1667, 0.3333, 0.6667 and 0.8333. The threshold must lie in the jump between the middle two.

**(b) No other shape enlarges the range**

In any stationary front h_n = 0 far to the left and h_n = 1 far to the right. Let m be the last site with h_m < 1. Then u_m ≤ a. All sites to its right have full source, and other sources cannot lower u_m, because G is positive. Hence

a ≥ u_m ≥ Σ_{j≥1} gλ^j = gλ/(1 − λ) = a₋.

Let p be the first site with h_p > 0. Then u_p ≥ a. No source lies to its left, and no source exceeds 1, so

a ≤ u_p ≤ Σ_{j≥0} gλ^j = g/(1 − λ) = a₊.

No monotonicity was assumed, and fractional values of H are included. The range in (a) is thus necessary as well as sufficient.

Other shapes do exist inside it. Of the 1024 on/off patterns in a ten-site window, with inactive sites to the left and active ones to the right, 558 non-monotone patterns are stationary for some threshold at d = 2, though 181 of them only at a single exact value of a. At d = 10 none in this window is, but wider patterns exist there too: six active sites followed by six inactive ones, for example. In both cases the union of the allowed thresholds, found by linear solves, agrees with the formula.

**(c) Dynamics inside the range**

One comparison rule is needed. Let w be bounded, with dw_n/dt = (Lw)_n + r_n and r_n ≥ 0. If w_n(0) ≥ −M for all n, with M ≥ 0, then

w_n(t) ≥ −Me^{−t}.

To see this, set W_n = (w_n + Me^{−t})e^{(1+2d)t}. Since L acting on a constant gives minus that constant, dW_n/dt = d(W_{n+1} + W_{n−1}) + r_n e^{(1+2d)t}. All coefficients on the right are non-negative, so W_n, which starts non-negative, stays so.

*The sharp step.* Keep the source fixed on n ≥ 0 and set e_n = u_n − s_n. Initially e_n = λ^{n+1}/(1 + λ) for n ≥ 0, and e_{−1−n} = −e_n. The linear flow preserves this antisymmetry, so e_{−1} = −e_0 and

de_0/dt = de_1 − (1 + 3d)e_0.

For n ≥ 1 the usual equation holds. Neighbours enter with positive coefficients, so e_n > 0 for all n ≥ 0 at all finite times. Consequently

u_n > s_n ≥ a₊ for n ≥ 0, u_n < s_n ≤ a₋ for n ≤ −1.

If a₋ ≤ a ≤ a₊, no site ever switches, and the fixed source was the true one. The largest initial |e_n| is a₋, so the comparison rule, applied to e and −e, gives |e_n| ≤ a₋e^{−t}. The step relaxes to s without moving, even at the endpoints.

*A general front, a₋ < a < a₊.* Choose ε > 0 smaller than both a − a₋ and a₊ − a. Consider the upper barrier b_n = s_{n+K} + ε. For K large enough it lies above the initial front: far to the left u_n ≤ ε, and elsewhere s_{n+K} can be made at least 1 − ε. While u ≤ b, sites n < −K have u_n ≤ a₋ + ε < a and are inactive. The barrier satisfies

(Lb)_n = −1 − ε for n ≥ −K, (Lb)_n = −ε for n < −K.

So b − u obeys the comparison equation with r_n ≥ ε, and it stays non-negative. The gap a − a₋ − ε, together with the bounded rate of change of u, prevents a site n < −K from switching first.

In the same way s_{n−L} − ε is a lower barrier for large L, and it keeps every site n ≥ L active. The front may adjust between −K and L, but it cannot propagate.

As an instance, take d = 2, a = 0.4 and the broad front u_n = ½[1 + tanh((n − 0.3)/8)]. Its first active site is −1 at the start and also at t = 60 and t = 120.

**(d) Dynamics outside the range**

Let a < a₋ and δ = a₋ − a. Choose 0 < ε < δ and suppose that at some moment u_n ≥ s_n − ε for all n. Site −1 then has u_{−1} ≥ a₋ − ε > a, so all sites n ≥ −1 are active. They stay active: as long as they are, u − (s − ε) obeys the comparison equation with r_n ≥ ε and remains non-negative, which keeps these sites above a by at least δ − ε.

The source is now at least 1 on n ≥ −1, and the stationary state for that source is s_{n+1}. Let w_n = u_n − s_{n+1}. Since s_{n+1} − s_n = G_{n+1} ≤ g, initially w_n ≥ −(g + ε). The comparison rule gives

u_n(t) ≥ s_{n+1} − (g + ε)e^{−t}.

The last term has fallen to ε at t = ln(1 + g/ε). The initial situation is then restored, shifted by one site to the left, and the argument repeats.

The sharp step reaches the first barrier in finite time. By (c), the flow with source on n ≥ 0 keeps those sites above a₊ > a, and extra active sites only raise u. Hence u_n ≥ s_n − a₋e^{−t}, which is at least s_n − ε from t = ln(a₋/ε) onward.

Letting ε approach δ, the long-time mean time per site satisfies

T ≤ ln(1 + g/δ).

For a > a₊, replace u by 1 − u, a by 1 − a and n by −1 − n. The step then retreats to the right under the same bound, with δ = a − a₊.

For d = 2, g = 1/3. At δ = 0.01 the bound is ln(1 + 33.33) = 3.54 reaction times; the simulated value is 2.43. At δ = 10⁻⁶ the two numbers are 12.72 and 10.93. The finite time step makes the simulated times about 0.2 percent too short. A front very close to the pinning edge therefore still moves at an appreciable rate: at least 1/ln(1 + g/δ) sites per reaction time. Plotted against a, the speed drops to zero with a vertical slope at the edge.

**(e) The stalling mesh**

Let the continuum front move to the left: u = U(ξ), ξ = x + ct, U(0) = a. Then

cU′ = DU″ − kU + kH(ξ).

The solutions with the right limits are

U = a e^{pξ} for ξ < 0, U = 1 − (1 − a)e^{−qξ} for ξ > 0.

Here p and −q are the roots of Dr² − cr − k = 0, so pq = k/D and p − q = c/D. Continuity of U′ requires ap = (1 − a)q. With pq = k/D this gives

p = √(k/D) √((1 − a)/a), q = √(k/D) √(a/(1 − a)).

Subtracting and multiplying by D,

c = √(Dk) (1 − 2a)/√(a(1 − a)).

U is monotone, so it crosses a once, as assumed. For a > 1/2, c is negative and the front retreats.

On the mesh, dividing the discrete equation by k gives d = D/(kh²). Square the pinning condition of (a):

(1 − 2a)²(1 + 4d) ≤ 1.

Since 1 − (1 − 2a)² = 4a(1 − a), this is d(1 − 2a)² ≤ a(1 − a). Insert d and use the formula for c²:

h² ≥ D(1 − 2a)²/[k a(1 − a)] = c²/k².

**The discrete front stalls if and only if h ≥ |c|/k.** It stalls when the true front would cover no more than one cell in a reaction time. At a = 1/2 the true front is itself at rest, and the condition holds for every h.

A smaller time step is no cure, because Euler stepping has the same stationary states. For explicit Euler the argument for the sharp step also survives if Δt(1 + 3d) ≤ 1, with Δt in reaction times: the new e_0 is then [1 − Δt(1 + 3d)]e_0 + Δt d e_1, which is still positive. At d = 2, simulations with Δt = 0.0429 and with Δt = 0.1286 both give the lower edge 0.3333333.

For a = 0.4 and D = k = 1, c = 0.2/√0.24 = 0.408. The front stalls for h ≥ 0.408, that is for d ≤ 0.24/0.04 = 6. Bisection on the simulated motion gives the same mesh.

**(f) Speed on a fine mesh**

Set D = k = 1 and insert u_n = φ(x + Vt) with x = nh. Assume that φ crosses a once, at argument zero. With y = x + Vt,

Vφ′(y) = [φ(y + h) − 2φ(y) + φ(y − h)]/h² − φ(y) + H(y).

Use H(y) = 1/2 + (1/π)∫₀^∞ sin(qy)/q dq. A source e^{iqy} produces the response e^{iqy}/(A + iVq), where

A(q) = 1 + (2/h²)(1 − cos qh).

The source sin(qy) is the imaginary part. Its response at y = 0 is −Vq/(A² + V²q²). Therefore

a = 1/2 − (V/π)∫₀^∞ dq/(A² + V²q²).

*Continuum limit.* Here A = 1 + q², and the denominator is q⁴ + bq² + 1 with b = 2 + V². Call the integral I. The substitution q → 1/q shows that I is unchanged if the numerator is q². Averaging the two forms and setting t = q − 1/q,

I = ½∫_{−∞}^{∞} dt/(t² + b + 2) = π/(2√(b + 2)).

So 1/2 − a = F(V), with F(V) = V/(2√(4 + V²)). Solving for V returns the speed c of part (e).

*Leading mesh correction.* A is periodic in q and returns to its minimum at q = 2πm/h, m = 1, 2, …. Near such a point A ≈ 1 + x², where x is now the distance from it, and Vq ≈ B = 2πmV/h is large. The important x are of order √B, so the 1 in A can be dropped. Scaling x by √B and using the integral above with b = 0,

∫_{−∞}^{∞} dx/(x⁴ + B²) = πB^{−3/2}/√2.

The form A ≈ 1 + x² requires √B ≪ 1/h, that is m ≪ 1/h at fixed V. Terms with m of order 1/h or larger add up only to order h², both in the true integral and in the approximate sum, so the sum may be extended to infinity. Summing over m, with ζ(3/2) = Σ m^{−3/2}, the added term on the right of 1/2 − a = F(V) + η is

η = ζ(3/2) h^{3/2}/[√2 (2π)^{3/2} √V].

Near q = 0 the mesh changes A by −q⁴h²/12, which contributes only at order h². Since F(c) = F(V) + η and F′(V) = 2/(4 + V²)^{3/2}, for fixed c > 0

c − V ≈ C h^{3/2}, C = ζ(3/2)(4 + c²)^{3/2}/[2√2 (2π)^{3/2} √c].

The second difference alone would suggest an error of order h². The lower power comes from the discontinuous source, whose short-wave components the mesh cannot tell from long waves.

For a = 0.4, C = 0.781. At h = 0.1 the law predicts c − V = 0.781 × 0.0316 = 0.0247, or 6.0 percent of c. The simulated speeds and their errors relative to c are:

h = 0.05: V = 0.399, −2.2 percent
h = 0.1: V = 0.383, −6.2 percent
h = 0.2: V = 0.335, −18 percent
h = 0.3: V = 0.262, −36 percent
h = 0.4: V = 0.119, −71 percent
h = 0.5: no motion

They agree with the integral relation to better than 0.3 percent, which supports the single-crossing assumption in these cases. Extrapolating the two finest meshes with the power 3/2 gives 0.4084, against c = 0.4082. At h = 0.4 the front still moves, but at less than a third of its true speed. Avoiding the stall is thus a much weaker demand than computing the speed well.

*Scope.* The rule h < |c|/k for motion holds for one dimension, a uniform mesh, the three-point difference and a reaction that switches at a single threshold at the mesh points. A reaction rate that varies smoothly, or one averaged over each cell, changes the stationary equation, and the range must then be found anew. The numbers here describe this model and its discretization. The full set of computed values is in the numerical output.

Computed results

```
Stationary fronts: all 0/1 patterns in a window (dimensionless)
patterns examined per coupling: 1024
d=  0.1: union of allowed a = 0.077423 to 0.922577; non-monotone patterns allowed: 1013
d=  0.5: union of allowed a = 0.211325 to 0.788675; non-monotone patterns allowed: 1013
d=  2.0: union of allowed a = 0.333333 to 0.666667; non-monotone patterns allowed: 558
d= 10.0: union of allowed a = 0.421913 to 0.578087; non-monotone patterns allowed: 0
Edges from bisection on the moving or resting step
d=  0.1: dynamics 0.0774229, 0.9225771; formula 0.0774229, 0.9225771
d=  0.5: dynamics 0.2113249, 0.7886751; formula 0.2113249, 0.7886751
d=  2.0: dynamics 0.3333333, 0.6666667; formula 0.3333333, 0.6666667
d= 10.0: dynamics 0.4219131, 0.5780869; formula 0.4219131, 0.5780869
Worked example, d = 2.0
decay factor lambda = 0.500000
lower edge = 0.333333, upper edge = 0.666667, width = 0.333333
stationary u at site -3 = 0.083333
stationary u at site -2 = 0.166667
stationary u at site -1 = 0.333333
stationary u at site  0 = 0.666667
stationary u at site  1 = 0.833333
stationary u at site  2 = 0.916667
time steps 0.0429 and 0.1286: lower edge with the larger = 0.3333333
smooth front, a=0.4: first active site -1 at start, -1 at t=60, -1 at t=120
Time per site below the lower edge, d = 2.0 (reaction times)
distance to edge 1e-01: measured 0.793, exact relation 0.793, upper bound 1.466
distance to edge 1e-02: measured 2.430, exact relation 2.435, upper bound 3.536
distance to edge 1e-04: measured 6.566, exact relation 6.579, upper bound 8.112
distance to edge 1e-06: measured 10.933, exact relation 10.957, upper bound 12.717
Mesh study, a = 0.4, D = k = 1 (lengths in sqrt(D/k), times in 1/k)
continuum speed = 0.40825
h = 0.05: d = 400.00, speed = 0.39946, exact relation 0.39943, error = -2.15 percent
h = 0.10: d = 100.00, speed = 0.38308, exact relation 0.38306, error = -6.17 percent
h = 0.20: d = 25.00, speed = 0.33457, exact relation 0.33443, error = -18.05 percent
h = 0.30: d = 11.11, speed = 0.26240, exact relation 0.26219, error = -35.73 percent
h = 0.40: d = 6.25, speed = 0.11934, exact relation 0.11904, error = -70.77 percent
speed extrapolated from h = 0.10 and 0.05 = 0.40842
speed deficit / h^1.5: at h = 1e-04 0.7811, leading law 0.7806
h = 0.50: d = 4.00, step moves: False
a = 0.3: stalling mesh from dynamics = 0.872872, |c|/k = 0.872872, critical d = 1.3125
a = 0.4: stalling mesh from dynamics = 0.408248, |c|/k = 0.408248, critical d = 6.0000
a = 0.6: stalling mesh from dynamics = 0.408248, |c|/k = 0.408248, critical d = 6.0000
```
